# Ground-Energy Shift of a Hard-Wall Nanowire with a Rippled Cross-Section

To estimate how much the confinement energy varies between nanowire transistors with uneven walls, one must decide whether the Schrödinger equation has to be solved for every outline, or whether one number per outline is enough. The theorem below says that, to first order in the ripple and under stated conditions, the mean radius is enough. The second-order result says when that economy fails.

## Setting and assumptions

The outline is $r=R+\delta(\theta)$ in polar coordinates about a fixed centre. Angular averages are written
$$\langle g\rangle=\frac1{2\pi}\int_0^{2\pi}g\,d\theta,\qquad \bar\delta=\langle\delta\rangle .$$

1. The wavefunction vanishes on the outline (hard wall), and the potential inside is zero.
2. The section is uniform along the wire. The axial kinetic energy is then a separate additive term and is left out.
3. The in-plane effective mass $m$ is isotropic.
4. The ripple is smooth, with $|\delta|/R\ll1$ and $|\delta'|/R\ll1$, where $\delta'=d\delta/d\theta$.

For the perfect circle put $s=r/R$ and measure energy in units of $\hbar^2/2mR^2$; the energy in this unit is called $\varepsilon$. A state $f(s)e^{in\theta}$ obeys $f''+f'/s+(\varepsilon-n^2/s^2)f=0$, whose regular solution is $J_n(\sqrt{\varepsilon}\,s)$. The wall requires $J_n(\sqrt\varepsilon)=0$. With $j=2.40483$ the first zero of $J_0$, the lowest round state is
$$u_0=J_0(js),\qquad E_0=\frac{\hbar^2j^2}{2mR^2}.$$

**Theorem.** Under assumptions 1–4 the ground energy is
$$E=E_0\left(1-\frac{2\bar\delta}{R}\right)+\text{second order in the ripple}.$$

## Two lemmas

**Lemma 1.** The ground state of the circle is $u_0$, it is non-degenerate, and $J_n(j)\neq0$ for $n\ge1$.

*Proof.* The lowest $\varepsilon$ at angular number $n$ is the minimum, over $f$ with $f(1)=0$, of
$$Q_n[f]=\frac{\int_0^1(f'^2+n^2f^2/s^2)\,s\,ds}{\int_0^1f^2s\,ds}.$$
Let $f$ be the minimizer for some $n\ge1$. Dropping the positive centrifugal term gives $Q_n[f]>Q_0[f]\ge j^2$. Every state with $n\neq0$ therefore lies above $j^2$. Within $n=0$ there is one regular solution for each energy, so $j^2$ is a simple level. If $J_n(j)$ vanished for some $n\ge1$, then $J_n(js)$ would be a state of that angular number at $\varepsilon=j^2$, which has just been excluded. ∎

A moving hard wall cannot be treated as a small added potential, because the potential change is infinite. A change of coordinates removes the difficulty.

**Lemma 2.** Let $\rho(\theta)=1+\delta/R$ and $r=Rs\rho(\theta)$, so that the wall is always at $s=1$. For a real wavefunction $u(s,\theta)$ the energy functional is $\varepsilon=K[u]/M[u]$ with
$$K=\int\left[u_s^2+\left(\frac{u_\theta}{s}-\frac{\rho'}{\rho}u_s\right)^2\right]s\,ds\,d\theta,\qquad M=\int u^2\rho^2\,s\,ds\,d\theta .$$

*Proof.* The starting point is $E=(\hbar^2/2m)\int|\nabla\psi|^2dA\,/\int\psi^2dA$. Since $s=r/(R\rho)$,
$$\left.\frac{\partial s}{\partial r}\right|_\theta=\frac1{R\rho},\qquad \left.\frac{\partial s}{\partial\theta}\right|_r=-s\frac{\rho'}{\rho}.$$
The chain rule gives $\psi_r=u_s/(R\rho)$ and $\psi_\theta=u_\theta-s(\rho'/\rho)u_s$. Hence
$$|\nabla\psi|^2=\psi_r^2+\frac{\psi_\theta^2}{r^2}=\frac1{R^2\rho^2}\left[u_s^2+\left(\frac{u_\theta}{s}-\frac{\rho'}{\rho}u_s\right)^2\right].$$
At fixed $\theta$, $dr=R\rho\,ds$, so $dA=r\,dr\,d\theta=R^2\rho^2s\,ds\,d\theta$. The factors $R^2\rho^2$ cancel in the numerator. In the denominator they leave $R^2\rho^2$, and the $R^2$ goes into the energy unit. ∎

## Proof of the theorem

Replace $\delta$ by $\lambda\delta$. Let $K_\lambda(v,u)$ and $M_\lambda(v,u)$ be the symmetric bilinear forms belonging to $K$ and $M$. Stationarity of $K/M$ means
$$K_\lambda(v,u_\lambda)=\varepsilon(\lambda)\,M_\lambda(v,u_\lambda)$$
for every $v$ vanishing at $s=1$. The function space no longer depends on $\lambda$, the forms depend smoothly on $\lambda$, and the level is simple. The eigenvalue is then a simple root of the characteristic equation, so $\varepsilon$ and $u_\lambda$ are differentiable at $\lambda=0$.

Write $K_\lambda=K_0+\lambda K_1+\dots$, and likewise for $M_\lambda$, $u_\lambda$ and $\varepsilon=j^2+\lambda\varepsilon_1+\dots$. The terms linear in $\lambda$, with $v=u_0$, are
$$K_1(u_0,u_0)+K_0(u_0,u_1)=\varepsilon_1M_0(u_0,u_0)+j^2M_1(u_0,u_0)+j^2M_0(u_0,u_1).$$
By symmetry and the unperturbed equation, $K_0(u_0,u_1)=K_0(u_1,u_0)=j^2M_0(u_1,u_0)$. The unknown $u_1$ therefore cancels, leaving
$$\varepsilon_1=\frac{K_1[u_0]-j^2M_1[u_0]}{M_0[u_0]} .$$

To first order $\rho'/\rho=\lambda\delta'/R$ and $\rho^2=1+2\lambda\delta/R$. Therefore
$$K_1[u]=-2\int\frac{\delta'}{R}\,u_su_\theta\,ds\,d\theta,\qquad M_1[u]=2\int\frac{\delta}{R}\,u^2s\,ds\,d\theta .$$
Because $u_0$ does not depend on $\theta$, $K_1[u_0]=0$. For the same reason the angular integral in $M_1$ acts on $\delta$ alone:
$$M_1[u_0]=2\,\frac{2\pi\bar\delta}{R}\int_0^1u_0^2s\,ds=\frac{2\bar\delta}{R}M_0[u_0].$$
So $\varepsilon_1=-2j^2\bar\delta/R$, and setting $\lambda=1$ gives the theorem. ∎

**Remark 1 (meaning).** The shift can be written $-(E_0/\pi R^2)\oint\delta\,R\,d\theta$. The electron presses on the wall with the same force per unit length of outline, $E_0/\pi R^2$, at every angle, so outward and inward displacements of equal area cancel. Equivalently, the section's area is $\pi R^2(1+2\bar\delta/R)$ to first order, and $E$ varies as its inverse.

Two special cases confirm the sign and factor. A uniform displacement gives $E_0(1+\bar\delta/R)^{-2}$, whose linear term is $-2\bar\delta/R$. A ripple $a\cos\theta$ moves the circle sideways to first order and costs nothing.

**Remark 2 (why the average survives in wider models).** For a simple level the first-order shift is a linear function $L[\delta]$. If the Hamiltonian has no preferred in-plane direction, rotating the ripple cannot change the energy, so $L[\delta(\theta-\alpha)]=L[\delta(\theta)]$. Averaging over $\alpha$ gives $L[\delta]=L[\bar\delta]$. A finite wall, an isotropic non-parabolic band or a potential with the symmetry of the circle may alter the coefficient of $\bar\delta$, but they do not bring in other harmonics at this order. The argument needs both a simple level and isotropy.

**Corollary (upper bound).** For any smooth outline with $\rho>0$,
$$E\le E_0\,\frac{1+\langle(\rho'/\rho)^2\rangle}{\langle\rho^2\rangle}.$$

*Proof.* Use $u_0$ as trial function in Lemma 2. Since $u_\theta=0$, $K$ is its circular value times $1+\langle(\rho'/\rho)^2\rangle$, and $M$ is its circular value times $\langle\rho^2\rangle$. ∎

The bound touches the true energy at $\lambda=0$ and never lies below it. The difference thus has an extremum there, and the two slopes agree. The slope of the bound is $-2\bar\delta/R$ in units of $E_0$, which confirms the theorem by a second route.

## The second order

**Proposition 1.** Let $\delta/R=x=\bar x+\sum_{n\ge1}a_n\cos(n\theta-\varphi_n)$ with finitely many harmonics. The second-order shift is
$$\frac{E^{(2)}}{E_0}=3\bar x^2+\sum_na_n^2F_n,\qquad F_n=\frac12+\frac{jJ_n'(j)}{J_n(j)} .$$

*Derivation by formal expansion.* Put $\kappa=\sqrt\varepsilon=j+\kappa_1+\kappa_2$ and
$$\psi=J_0(\kappa r/R)+\sum_nc_nJ_n(\kappa r/R)\cos(n\theta-\varphi_n)+\dots,$$
with $c_n$ of first order. The coefficient of $J_0$ is fixed at 1, so the omitted second-order waves have $n\ge1$ and average to zero over angle. At the wall the argument is
$$\kappa(1+x)=j+(\kappa_1+jx)+(\kappa_2+\kappa_1x)+\dots$$
The Bessel equation with $J_0(j)=0$ gives $J_0'(j)=-J_1(j)$ and $J_0''(j)=J_1(j)/j$.

At first order $\psi=0$ reads
$$-J_1(j)(\kappa_1+jx)+\sum_nc_nJ_n(j)\cos(n\theta-\varphi_n)=0 .$$
Its average gives $\kappa_1=-j\bar x$, which is the theorem again. Its harmonics give $c_n=ja_nJ_1(j)/J_n(j)$, which is finite by Lemma 1.

What remains is $\kappa_1+jx=j\sum_na_n\cos(n\theta-\varphi_n)$. The average of the second-order condition is
$$-J_1(\kappa_2+\kappa_1\bar x)+\frac{J_1}{2j}\,\frac{j^2}{2}\sum_na_n^2+\sum_nc_nJ_n'\,\frac{ja_n}{2}=0,$$
with all Bessel functions taken at $j$. Inserting $c_n$ and $\kappa_1$ and dividing by $J_1$,
$$\kappa_2=j\bar x^2+\frac j2\sum_na_n^2\left[\frac12+\frac{jJ_n'}{J_n}\right].$$
Finally $E/E_0=(\kappa/j)^2$ has the second-order part $(\kappa_1/j)^2+2\kappa_2/j=\bar x^2+2\bar x^2+\sum_na_n^2F_n$. ∎

**Remark 3 (two limits).** For $n=1$, $J_1'(j)=-J_1(j)/j$, so $F_1=-1/2$. A circle moved sideways by $aR$ has the outline
$$\rho=a\cos\theta+\sqrt{1-a^2\sin^2\theta}\approx1+a\cos\theta-\tfrac12a^2\sin^2\theta,$$
whose mean displacement is $\bar x=-a^2/4$. The theorem turns this into $+a^2/2$, which cancels $F_1a^2$, as a pure translation requires.

For short ripples the power series of $J_n$ gives $jJ_n'/J_n\approx n-j^2/[2(n+1)]$, so $F_n$ grows like $n$. Fine roughness therefore costs more than smooth roughness of equal amplitude. The linear law requires
$$\Bigl|3\bar x^2+\sum_na_n^2F_n\Bigr|\ll2|\bar x| ,$$
where the absolute value is needed because $F_1$ is negative. For the same reason the sum can cancel by accident while third-order terms remain, so this condition alone is no guarantee.
If outlines are compared at equal mean radius, the second-order term is the leading one, unless it cancels in this way.

## Where other harmonics enter at first order

**Proposition 2.** Let $E_1$ be the energy of the first excited doublet of the circle ($n=\pm1$). A ripple $A_2\cos2\theta$ splits it by $2E_1A_2/R$ at first order.

*Proof.* Take $u=f(s)\cos\theta$ and $f(s)\sin\theta$, with $f=J_1(j_1s)$ and $j_1=3.83171$ the first zero of $J_1$. The ripple is even in $\theta$, so it does not mix the two. For the cosine state $u_su_\theta=-\tfrac12ff'\sin2\theta$ and $\delta'=-2A_2\sin2\theta$, so
$$K_1=-\frac{2\pi A_2}{R}\int_0^1ff'\,ds=-\frac{\pi A_2}{R}\left[f^2\right]_0^1=0 .$$
The angular integrals $\int\cos^2\theta\cos2\theta\,d\theta=\pi/2$ and $\int\cos^2\theta\,d\theta=\pi$ give $M_1/M_0=A_2/R$, hence a shift $-E_1A_2/R$. For the sine state $K_1$ again vanishes and $\int\sin^2\theta\cos2\theta\,d\theta=-\pi/2$, so the shift is $+E_1A_2/R$. ∎

Unequal in-plane masses break the theorem even for the ground state. That state is then no longer round, and the wall force depends on angle.

## A worked wire

Take $R=4.0$ nm, $m=0.20\,m_0$ and $\bar\delta=-0.10$ nm, with ripple amplitudes 0.15, 0.10 and 0.05 nm for $n=2,3,5$ and phases $\varphi_2=0$, $\varphi_3=0.644$, $\varphi_5=0.927$. Then $\hbar^2/2mR^2=11.906$ meV and $E_0=2.40483^2\times11.906=68.86$ meV. The first-order shift is
$$-2\times\frac{-0.10}{4.0}\times68.86=3.44\ \text{meV}=0.00344\ \text{eV}.$$

With $F_2=1.392$, $F_3=2.718$ and $F_5=5.000$, the second-order coefficient is
$$3(0.025)^2+1.392(0.0375)^2+2.718(0.025)^2+5.000(0.0125)^2=0.00631,$$
or 0.43 meV. The two orders add to 3.88 meV.

For comparison, the functional of Lemma 2 was diagonalized for this outline, with ten radial polynomials for each angular harmonic up to 15. For a circle moved sideways by $0.2R$ this method reproduces $j^2$ to within one part in a million. Here it gives a shift of 3.90 meV, so the first-order value is 12% below the full one. The energy, 72.76 meV, lies under the bound of 72.91 meV. With the mean displacement removed and the ripple kept, the shift falls to 0.30 meV.

The linear law itself was tested by scaling the whole ripple by $\pm0.05$. The slope of $E/E_0$ came out as 0.050001 against the predicted 0.050000, and as $-3\times10^{-7}$ with the mean removed. A rotation or reflection that turned the ripple into its negative would make this slope vanish by symmetry alone, but none exists here. A rotation by $\alpha$ reverses $n=2$ only if $\alpha$ is an odd multiple of $\pi/2$; then $3\alpha$ is not a multiple of $\pi$, and $n=3$ is not reversed. A reflection $\theta\to\beta-\theta$ needs $n\beta=2\varphi_n+\pi$ up to multiples of $2\pi$ for all three harmonics, hence $2(\varphi_5-\varphi_2-\varphi_3)$ equal to an odd multiple of $\pi$, whereas it is 0.57.

The same outline splits the doublet at $E_1=174.8$ meV by $2\times174.8\times0.15/4.0=13.1$ meV at first order, and by 13.8 meV in the full solution. The $\cos2\theta$ ripple, which enters the ground energy only at second order, is plain in the excited pair.

**Beside real devices.** A radius of a few nanometres, a wall barrier near 3 eV and roughness of a few tenths of a nanometre are rough typical figures for gate-all-around nanowire transistors; the radius and barrier used here are round numbers in that regime, while the example ripple, 0.13 nm rms about its mean, is somewhat smoother. Rougher walls with shorter ripples raise the second-order term, which can then rival the linear one in size. Much of it is then an upward shift common to all wires with the same roughness statistics, and only the remainder adds to the variation between them. Once the wall slope $|\delta'|/R$ approaches 1, assumption 4 fails and the second-order formula no longer gives the size of this shift reliably. Each effect below was computed separately, with $R$ and $\bar\delta$ held fixed.

- *Wall penetration.* A 3.0 eV barrier of unlimited thickness, with mass $0.4\,m_0$, lowers the circle's energy to 57.9 meV and the linear shift from 3.44 to 2.65 meV, a reduction of 23%.
- *Non-parabolicity.* If the energy obeys $E(1+\alpha E)=E_{\rm par}$, with $E_{\rm par}$ the parabolic confinement energy, then $\alpha=0.5$ /eV gives 66.6 meV and a shift of 3.23 meV.
- *Band bending.* A fixed uniform electron charge of $10^6$ /cm (relative permittivity 12) makes the potential energy 12 meV lower at the surface than at the centre, and the shift, measured from the potential at the centre, stays at 3.44 meV. At $10^7$ /cm the drop is 120 meV and the shift 3.53 meV. The change is small because a drop $U$ contributes $-U\langle s^2\rangle_{u_0}$ at first order, with the average taken in the state $u_0$, and this does not depend on $R$. The value at the higher density belongs to the assumed uniform charge only: there the shift depends noticeably on the actual charge profile, which would have to be found self-consistently; with all the charge placed self-consistently in the ground level it is about 2.9 meV measured from the centre and 4.4 meV measured from the surface. Measured from a gate at fixed line charge, the drop across the oxide also changes with $R$: for 1 nm of conformal oxide of relative permittivity 3.9 this adds about 0.4 meV at $10^6$ /cm and 3.7 meV at $10^7$ /cm.
- *Unequal masses.* This is the serious failure. With $0.2\,m_0$ along $x$ and $0.9\,m_0$ along $y$ the circle's energy is 41.4 meV. The mean displacement shifts it by $+2.07$ meV and the $\cos2\theta$ ripple by $-1.85$ meV, also at first order. The two nearly cancel; turning that ripple by 90° reverses its sign, and in this valley they would add. In such a channel the mean radius alone does not fix the linear shift. An unstrained silicon wire along [100] is of this kind: its valleys with unequal in-plane masses lie below those with equal ones, because the heavier mass lowers the confinement energy. The theorem then describes the higher valleys, not the ground state of the wire. The lower valleys come in two sets, with the heavy mass along $x$ or along $y$. A $\cos2\theta$ ripple lowers one set and raises the other, so turning it by 90° only exchanges them, and at first order it lowers the lowest level either way. This holds for a ripple aligned with the mass axes; turned by 45° it has no first-order effect. A $\cos4\theta$ ripple also enters at first order, and it shifts both sets alike.
- *Temperature.* For the isotropic mass used here, the Boltzmann weight of the doublet relative to the ground level at 300 K is 0.033, so within this valley the ground level dominates at low density. With the unequal masses above, the first excited level of the circle lies about 29 meV above the ground level, little more than $kT=26$ meV, and its population must then be counted too. In a silicon [100] wire of this radius the equal-mass valleys lie only about 30 meV above the lower ones and have the heavy mass along the wire, so they are also populated, with roughly a third as many electrons as the lower ground levels.

Ripple that varies along the wire, image charges and leakage through a thin barrier lie outside these estimates. The main values are collected in the numerical output.

## Calculated quantities

```
radius R = 4.0 nm; mass = 0.20 m0
first zero of J0, j = 2.40483; first zero of J1 = 3.83171
hbar^2/(2 m R^2) = 11.906 meV
unperturbed ground energy E0 = 68.856 meV
mean displacement = -0.10 nm
harmonic n=2: cos 0.15 nm, sin 0.00 nm, amplitude 0.15 nm, factor 1.3916
harmonic n=3: cos 0.08 nm, sin 0.06 nm, amplitude 0.10 nm, factor 2.7176
harmonic n=5: cos 0.03 nm, sin 0.04 nm, amplitude 0.05 nm, factor 5.0004
slope dE/E0 per unit ripple scale, solved = 0.050001
slope predicted, -2 mean/R = 0.050000
slope solved with mean removed = -3.20e-07
second-order coefficient: solved 0.006312, formula 0.006312
first-order shift = 3.443 meV = 0.003443 eV
second-order shift, formula = 0.435 meV
first + second order shift = 3.877 meV
full shift, solved = 3.905 meV
full energy, solved = 72.760 meV; upper bound 72.910 meV
full shift with mean removed = 0.297 meV
first excited doublet energy = 174.806 meV
doublet splitting: first order 13.110 meV, solved 13.831 meV
masses 0.2 (x) and 0.9 (y) m0: circle energy 41.424 meV
  linear shift from the cos(2 theta) part = -1.847 meV
  linear shift from the mean displacement = 2.071 meV
barrier 3.0 eV, barrier mass 0.4 m0: energy 57.873 meV
  linear shift from the mean = 2.649 meV
non-parabolicity 0.5 /eV: energy 66.636 meV
  linear shift from the mean = 3.228 meV
relative permittivity for band bending = 12.0
line density 1e+06 /cm: centre-to-surface drop 12.00 meV
  energy from centre potential 66.224 meV, linear shift from the mean 3.444 meV
line density 1e+07 /cm: centre-to-surface drop 120.00 meV
  energy from centre potential 41.106 meV, linear shift from the mean 3.526 meV
temperature 300 K: kT = 25.85 meV; gap to doublet = 105.95 meV
Boltzmann weight of doublet relative to ground = 0.0332
```
